\section*{Plateau and dilute hydrogen enthalpies in a mean-field lattice gas, part 2}

A metal has $N$ equivalent sites, of which $n=xN$ hold one hydrogen atom each. Relative to the empty host and $n/2$ ground-state molecules, its energy is
\begin{equation}
E(n)=e_s n-\frac{\varepsilon n^2}{2N},\qquad \varepsilon>0 .
\label{energy}
\end{equation}
Zero-point energy is included in $e_s$; $e_s$ and $\varepsilon$ do not depend on temperature. Each dissolved atom adds a thermal free energy $g(T)$, the same at every filling. The gas is ideal, pressure work on the solid is neglected, and full equilibrium is assumed.

In the algebra $\hbar=1$ and $\theta=k_BT=1/\beta$. Energies are in eV, pressures $p$ in Torr. Enthalpies are per hydrogen atom taken from the gas, negative when uptake releases heat.

The theorem to be proved states that, for $T<T_c=\varepsilon/(4k_B)$,
\begin{equation}
\Delta H_{\rm pl}(T)=\Delta H_\infty(T)-\frac{\varepsilon}{2}.
\label{theorem}
\end{equation}
Here $\Delta H_\infty$ is the enthalpy of dissolving one more atom as $x\to0$, and $\Delta H_{\rm pl}$ is that per atom absorbed in converting the dilute phase into the coexisting hydride.

The chemical potential of dissolved hydrogen is
\begin{equation}
\mu(x)=e_s+g-\varepsilon x+\theta\ln\frac{x}{1-x}.
\label{mu2}
\end{equation}
With $f(x)$ the free energy per site and $\mu=f'(x)$, the coexisting fillings $x_1<x_2$ obey the common-tangent conditions
\begin{equation}
f'(x_1)=f'(x_2)=\mu,\qquad
f(x_1)-\mu x_1=f(x_2)-\mu x_2 .
\label{tangent}
\end{equation}
Here $\mu$ is the plateau value $\mu_{\rm pl}$, and
\begin{equation}
x_1+x_2=1,\qquad\mu_{\rm pl}=e_s+g-\frac{\varepsilon}{2}.
\label{pl2}
\end{equation}
The uniform solid is unstable between the spinodal fillings $x_-$ and $x_+$, where $\partial\mu/\partial x=0$ and $x_-+x_+=1$.

While gas and metal stay in equilibrium,
\begin{equation}
\frac12\frac{d\ln p}{d\beta}=\frac{d(\beta\mu)}{d\beta}-\frac12h_{\rm gas},
\label{vanthoff}
\end{equation}
where $h_{\rm gas}$ is the gas enthalpy per molecule. The left side is $k_B/2$ times the slope of $\ln p$ against $1/T$. At fixed temperature $\ln p$ is $2\beta\mu$ plus a constant.

The example has $\varepsilon=0.20$ eV, hence $T_c\approx580$ K; $\theta=0.02585$ eV at 300 K. The $4\times4$ lattice in the computed values has neighbour attraction 0.05 eV, and its $\mu$ is measured from $e_s+g$.

\subsection{Proof of the theorem}

The dissolved atom is taken as three oscillators of quantum $\omega$ with a nuclear spin of two states:
\begin{equation}
\beta g=3\ln(1-e^{-\beta\omega})-\ln2,\qquad
\frac{d(\beta g)}{d\beta}=\frac{3\omega}{e^{\beta\omega}-1}\equiv u_v .
\end{equation}
The spin term is constant and contributes no enthalpy.

At fixed filling, \eqref{mu2} gives $\beta\mu=\beta(e_s-\varepsilon x)+\beta g+\ln[x/(1-x)]$. The last term does not depend on $\beta$, and \eqref{vanthoff} yields the enthalpy at constant filling
\begin{equation}
\Delta H(x)=e_s+u_v-\varepsilon x-\tfrac12h_{\rm gas}.
\label{isostere}
\end{equation}
In the limit $x\to0$,
\begin{equation}
\Delta H_\infty=e_s+u_v-\tfrac12h_{\rm gas}.
\label{dilute}
\end{equation}
On the plateau, \eqref{pl2} gives $\beta\mu_{\rm pl}=\beta(e_s-\varepsilon/2)+\beta g$. The fillings $x_1$ and $x_2$ change with temperature but do not appear. Hence
\begin{equation}
\Delta H_{\rm pl}=e_s-\frac{\varepsilon}{2}+u_v-\tfrac12h_{\rm gas}
=\Delta H_\infty-\frac{\varepsilon}{2}.
\label{result}
\end{equation}

It remains to show that this slope is the heat of conversion named in the theorem. Let $h(x)$ be the enthalpy of the solid per site. For both phases $\beta f(x_i)-\beta\mu_{\rm pl}x_i$ has the same value. Differentiate it with respect to $\beta$. The terms with $dx_i/d\beta$ carry the factor $f'(x_i)-\mu_{\rm pl}=0$, and at fixed filling $\partial(\beta f)/\partial\beta=h$. Therefore
\begin{equation}
\frac{d(\beta\mu_{\rm pl})}{d\beta}=\frac{h(x_2)-h(x_1)}{x_2-x_1}.
\label{quotient}
\end{equation}
The right side is the enthalpy change of the solid per atom absorbed during conversion. Here $h=(e_s+u_v)x-\varepsilon x^2/2$, and the interaction contributes
\begin{equation}
-\frac{\varepsilon}{2}\,\frac{x_2^2-x_1^2}{x_2-x_1}
=-\frac{\varepsilon}{2}(x_1+x_2)=-\frac{\varepsilon}{2}.
\label{average}
\end{equation}
This completes the proof. $\square$

\paragraph{Remark on the two calculations.} A single atom in a large cell gives $e_s$. Complete filling gives $e_s-\varepsilon/2$ per atom, by \eqref{energy} with $n=N$. For this quadratic energy the filled hydride thus supplies the ground-state part of the plateau enthalpy, zero-point energy included, and the difference between the two calculations is $\varepsilon/2$. The hydride that actually coexists has $x_2<1$. Made from empty metal, it gains the interaction energy $-\varepsilon x_2/2$ per atom, which is smaller in size than $\varepsilon/2$.

\paragraph{Remark on the critical point.} The shift does not fade as $T\to T_c$. Both phases approach $x=1/2$, where \eqref{isostere} gives the same $-\varepsilon/2$. Above $T_c$ this remains the shift at constant half filling, but no plateau is left.

\subsection{A worked example}

Take $\varepsilon=0.20$ eV, $e_s=-0.08$ eV and $\omega=0.07$ eV. The gas is a rigid rotor with a rough bond length of 0.74 \AA\ and equilibrated nuclear spins. Spectroscopic rotational levels of H$_2$ would raise the pressures below by about 3\% and change both enthalpies alike by at most 0.0002 eV. At 300 K the vibration energy is $u_v=0.0150$ eV and half the gas enthalpy is 0.0441 eV. Equations \eqref{dilute} and \eqref{result} give
\begin{align}
\Delta H_\infty&=-0.0800+0.0150-0.0441=-0.1091\ \mathrm{eV},\\
\Delta H_{\rm pl}&=-0.1091-0.1000=-0.2091\ \mathrm{eV}.
\end{align}
In molar units these are $-10.5$ and $-20.2$ kJ per mole of H. The table lists the equilibrium over the range of use, with enthalpies in eV per atom.

\begin{center}
\begin{tabular}{cccccc}
$T$ (K) & $x_1$ & $x_2$ & $p$ (Torr) & $\Delta H_\infty$ & $\Delta H_{\rm pl}$\\
300 & 0.025 & 0.975 & 97 & $-0.109$ & $-0.209$\\
350 & 0.047 & 0.953 & 970 & $-0.109$ & $-0.209$\\
400 & 0.081 & 0.919 & 5500 & $-0.107$ & $-0.207$\\
450 & 0.128 & 0.872 & 21000 & $-0.105$ & $-0.205$
\end{tabular}
\end{center}

The compositions were found from the common-tangent conditions without assuming symmetry, and the enthalpies from numerical slopes of $\ln p$. The difference is $-0.100000$ eV at all four temperatures. Both enthalpies drift together, through the common term $u_v-h_{\rm gas}/2$.

The end points of the table give a mean slope by hand. The ratio of the pressures before rounding is 214, with logarithm 5.37, and $1/300-1/450=1.111\times10^{-3}$ K$^{-1}$. With $k_B=0.02585/300=8.617\times10^{-5}$ eV/K,
\begin{equation}
-\frac{8.617\times10^{-5}}{2}\,\frac{5.37}{1.111\times10^{-3}}
\approx-0.208\ \mathrm{eV},
\end{equation}
which lies between the plateau values at the two ends.

Suppose that the single-atom energy were used for the plateau, with $e_s$ and $g$ held fixed. The chemical potential would be too high by $\varepsilon/2$. Since $\ln p$ contains $2\beta\mu$, the pressure would be too high by the factor $e^{\varepsilon/\theta}=e^{0.20/0.02585}\approx2300$ at 300 K.

\subsection{Where the shift changes}

\paragraph{Delayed transformation.} Absorption may overshoot the plateau until the dilute phase becomes unstable at $x_-$, and desorption may lag until the hydride becomes unstable at $x_+$. These are the limits of metastability in the model. Along a spinodal the filling changes with temperature, but $\partial\mu/\partial x=0$ removes that contribution from $d(\beta\mu)/d\beta$. The van 't Hoff slope is then \eqref{isostere} at $x=x_\mp$, and the apparent shift is $-\varepsilon x_\mp$.

At 300 K, $x_-=0.1525$ and $x_+=0.8475$. The apparent shifts are $-0.0305$ eV for absorption and $-0.1695$ eV for desorption, instead of $-0.100$ eV. Their mean is $-\varepsilon(x_-+x_+)/2=-\varepsilon/2$. The limiting pressures are 677.5 and 13.81 Torr, a ratio of 49. Their geometric mean is the plateau pressure, 97 Torr, because $\mu-\mu_{\rm pl}$ changes sign under $x\to1-x$ and $\ln p$ is linear in $\mu$. The ratio 49 is an upper bound on the hysteresis within this model, not a forecast of it. When both branches are measured, averaging their slopes recovers the equilibrium shift if both are delayed symmetrically, as they are here at the spinodals.

\paragraph{Lopsided energy.} Add $cx^3/3$ to the energy per site, so that filled and empty sites are no longer equivalent. Equation \eqref{quotient} still holds, but the shift becomes
\begin{equation}
-\frac{\varepsilon}{2}(x_1+x_2)+\frac{c}{3}\left(x_1^2+x_1x_2+x_2^2\right).
\end{equation}
For $c=0.02$ eV at 300 K the common tangent gives $x_1=0.0335$ and $x_2=0.9554$. The two terms are $-0.0989$ and $+0.0063$ eV, and their sum is $-0.0926$ eV. The slope of $\ln p$ gives the same value. The interaction energy per atom of a hydride made from empty metal is $-\varepsilon x/2+cx^2/3$. For $c<3\varepsilon/4$, as here, it falls all the way to $x=1$. In the low-temperature limit then $x_1\to0$ and $x_2\to1$, and the shift tends to $-\varepsilon/2+c/3$, so the filled hydride remains the right ground-state input. For larger $c$ the energy per atom is lowest at $x=3\varepsilon/(4c)<1$, and the hydride of that filling has to be used instead.

\paragraph{Attraction that depends on temperature.} If $\varepsilon$ varies with $T$, the symmetry of the isotherm remains, but differentiating $-\beta\varepsilon/2$ gives
\begin{equation}
\Delta H_{\rm pl}-\Delta H_\infty=-\frac12\left(\varepsilon-T\frac{d\varepsilon}{dT}\right),
\label{epsT}
\end{equation}
because $\beta\,d/d\beta=-T\,d/dT$. A vibration that softens on filling, $\omega(x)=\omega(1-ax)$, produces such a dependence. The thermal vibrational free energy per atom has the derivative $3/(e^{\beta\omega}-1)=u_v/\omega$ with respect to $\omega$. To first order in $a$ the free energy per site changes by $x(-a\omega x)u_v/\omega=-au_vx^2$. Comparison with $-\varepsilon x^2/2$ shows that $\varepsilon$ grows by $2au_v$. The change of zero-point energy is also quadratic in $x$ and is already counted in $\varepsilon$.

For $a=0.10$ at 300 K, $\varepsilon$ rises by $2\times0.10\times0.0150=0.0030$ eV to 0.2030 eV. The shift nevertheless shrinks in size, to $-0.0971$ eV at first order in $a$, because $T\,d\varepsilon/dT$ exceeds this rise. Higher orders in $a$ break the symmetry slightly and bring it to $-0.0969$ eV.

\paragraph{Pressure.} Volume work and gas imperfection enter as pressure times a volume. A rough 25 \AA$^3$ gives $2\times10^{-6}$ eV at the plateau pressure of 300 K and $4\times10^{-4}$ eV at that of 450 K. In the heat of conversion the latter is 0.4\% of the shift. The slope of $\ln p$ is more sensitive, because its relative error is about pressure times volume divided by $\theta$, and this multiplies the whole plateau enthalpy. Gas imperfection of this size moves the slope by about $2\times10^{-3}$ eV at 450 K, or 2\% of the shift, and by less than $2\times10^{-5}$ eV at 300 K.

\subsection{Beside a real hydride}

The parameters lie in the rough regime of palladium hydride, for which the dilute and plateau enthalpies are roughly $-0.1$ and $-0.2$ eV per atom and the critical temperature is somewhat below 600 K. The model's 97 Torr at 300 K is high: the real plateau near room temperature lies at roughly 10 Torr. Real isotherms of palladium are also lopsided, with a critical composition well below half a hydrogen atom per metal atom. The cubic term above moves the shift by 0.007 eV, but it moves the midpoint of the plateau only from 0.500 to 0.494. It is therefore no fit to palladium, and a larger correction there cannot be excluded. Real absorbers and films also break the assumption of full equilibrium. For the example's numbers, a delay up to the spinodal moves the apparent shift by 0.07 eV, the largest of the effects sized here. Measured hysteresis in palladium is far narrower than the spinodal ratio of 49, so this figure is an extreme case of the model and not a typical error. An enthalpy read from one branch should therefore not be equated with the equilibrium plateau enthalpy. Near $T_c$ even a small pressure hysteresis does not make this safe. With $s=\sqrt{1-T/T_c}$, the slope at a spinodal is off by $\varepsilon s/2$, whereas the logarithm of the ratio of the limiting pressures is $2\varepsilon s/\theta-8\,\mathrm{artanh}\,s$, which vanishes as $s^3$. At 550 K the example has a pressure ratio of only 1.07, yet the enthalpy is off by 0.023 eV. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
attraction eps = 0.20 eV
isolated-H ground-state energy = -0.08 eV
vibration quantum = 0.07 eV
H2 bond length = 0.74 angstrom
H2 rotational constant = 0.00757 eV
critical temperature, formula = 580.2 K
critical temperature, numerical = 580.2 K
kB*T at 300 K = 0.02585 eV
T = 300 K: x1 = 0.02467, x2 = 0.97533
  plateau pressure = 96.72 Torr
  dilute enthalpy = -0.10906 eV per H
  plateau enthalpy = -0.20906 eV per H
  difference = -0.100000 eV per H
T = 350 K: x1 = 0.04736, x2 = 0.95264
  plateau pressure = 973.9 Torr
  dilute enthalpy = -0.10867 eV per H
  plateau enthalpy = -0.20867 eV per H
  difference = -0.100000 eV per H
T = 400 K: x1 = 0.08070, x2 = 0.91930
  plateau pressure = 5466 Torr
  dilute enthalpy = -0.10733 eV per H
  plateau enthalpy = -0.20733 eV per H
  difference = -0.100000 eV per H
T = 450 K: x1 = 0.12804, x2 = 0.87196
  plateau pressure = 2.068e+04 Torr
  dilute enthalpy = -0.10525 eV per H
  plateau enthalpy = -0.20525 eV per H
  difference = -0.100000 eV per H
300 K vibration energy of dissolved H = 0.01501 eV
300 K half gas enthalpy = 0.04406 eV per H
300 K heat quotient = -0.100000 eV per H
300 K dilute enthalpy = -10.52 kJ/mol H
300 K plateau enthalpy = -20.17 kJ/mol H
300 K difference = -9.65 kJ/mol H
300 K interaction heat from empty metal = -0.09753 eV per H
pressure ratio on doubling dilute x = 3.99995
4x4 lattice half-filling mu, 300 K = -0.100000 eV
4x4 lattice half-filling mu, 600 K = -0.100000 eV
300 K spinodals: x = 0.1525 and 0.8475
absorption limit pressure = 677.5 Torr
desorption limit pressure = 13.81 Torr
limit pressure ratio = 49.06
apparent shift, absorption limit = -0.03050 eV per H
apparent shift, desorption limit = -0.16950 eV per H
cubic coefficient = 0.02 eV; x1 = 0.03352, x2 = 0.95545
shift with cubic term = -0.09259 eV per H
vibration softening = 10 percent
eps with thermal softening, 300 K = 0.20300 eV
shift with softening = -0.09715 eV per H
p times 25 angstrom^3: 2.0e-06 eV (300 K), 4.3e-04 eV (450 K)
\end{verbatim}
